# Longitudinal mode spacing of a 300 µm semiconductor laser

## Problem

A semiconductor laser emits near the vacuum wavelength $\lambda = 1550$ nm. Its cavity is a straight waveguide of length $L = 300$ µm between two plain, parallel facets. The guided light has the group index $n_g = 4$, defined from the phase index $n(\lambda)$ of the guided mode by

$$n_g = n - \lambda\,\frac{dn}{d\lambda}.$$

1. Derive the wavelength spacing of neighbouring longitudinal modes and evaluate it.
2. Find the spacing in frequency and relate it to the round-trip time of a light pulse.
3. The derivation replaces a finite difference by a derivative. Estimate the error this makes.
4. Let the phase index at 1550 nm be 3.25. Locate the modes nearest to 1550 nm, and find what the spacing formula would give if $n$ were used in place of $n_g$.
5. How does the spacing respond to a cavity 5 µm longer, to a group index larger by 0.1, and to heating by 20 K? How far does a single mode move on heating?

For parts 3 and 4, take $dn_g/d\lambda = -0.0006$ per nm at 1550 nm. For part 5, take $dn/dT = 2\times10^{-4}$ per K and $dn_g/dT = 5\times10^{-4}$ per K, both at fixed wavelength, and a thermal expansion of $5\times10^{-6}$ per K. These are rough values.

## Solution

### 1. The spacing in wavelength

Consider one transverse mode of the waveguide and one polarization. The wavelength inside the guide is $\lambda/n$, so the propagation constant is $k = 2\pi n/\lambda$. A round trip covers the distance $2L$ and adds the phase

$$\varphi = 2kL = \frac{4\pi n L}{\lambda}.$$

The reflections add no phase in this first treatment. For a plane wave inside the guide that meets air at normal incidence, the amplitude reflection coefficient is $(n-1)/(n+1)$, which is real and positive.

Let $\rho<1$ be the factor by which the field amplitude changes in one round trip, through facet losses and gain together. Light emitted into the mode at some point is joined there by the waves that have made one, two, three and more round trips. The sum is a geometric series:

$$1+\rho e^{i\varphi}+\rho^2e^{2i\varphi}+\dots=\frac{1}{1-\rho e^{i\varphi}}.$$

Its squared magnitude is

$$\frac{1}{|1-\rho e^{i\varphi}|^2}=\frac{1}{1+\rho^2-2\rho\cos\varphi}.$$

If $\rho$ is taken as constant over a few nanometres, this is largest where $\cos\varphi=1$, that is, where $\varphi=2\pi m$ with integer $m$. Dividing $4\pi nL/\lambda=2\pi m$ by $2\pi$ gives the resonance condition

$$m=\frac{2\,n(\lambda)\,L}{\lambda}.$$

The number $m$ counts how many internal wavelengths fit into one round trip.

To find how far apart two neighbouring resonances lie, treat the right-hand side as a smooth function of $\lambda$. Both $n$ and $1/\lambda$ vary, so the product rule gives

$$\frac{dm}{d\lambda}=2L\left(\frac{1}{\lambda}\frac{dn}{d\lambda}-\frac{n}{\lambda^2}\right)
=-\frac{2L}{\lambda^2}\left(n-\lambda\frac{dn}{d\lambda}\right)
=-\frac{2n_gL}{\lambda^2}.$$

The bracket is the group index. The minus sign says that $m$ falls as the wavelength grows, because fewer waves then fit into the cavity.

Neighbouring modes differ by one in $m$. For a small step, $1\approx|dm/d\lambda|\,\Delta\lambda$, where $\Delta\lambda$ is counted as positive. Hence

$$\boxed{\Delta\lambda=\frac{\lambda^2}{2n_gL}}$$

to leading order in $\Delta\lambda/\lambda$. With $L=300\,000$ nm,

$$\Delta\lambda=\frac{(1550\ \text{nm})^2}{2\times4\times300\,000\ \text{nm}}
=\frac{2\,402\,500\ \text{nm}^2}{2\,400\,000\ \text{nm}}=1.001\ \text{nm}.$$

The modes are about one nanometre apart. Doubling the cavity length would halve this distance. In a medium without dispersion, $dn/d\lambda=0$ and $n_g=n$, and the formula becomes $\lambda^2/(2nL)$.

**The facet phase.** Suppose that the two reflections together add a phase $\varphi_f$. The condition becomes

$$m=\frac{2nL}{\lambda}+\frac{\varphi_f}{2\pi}.$$

If $\varphi_f$ is constant, it drops out of $dm/d\lambda$, and the spacing law stands. The modes themselves do move: at fixed $m$, the term $2nL/\lambda$ must fall by $\varphi_f/2\pi$, which requires a wavelength longer by $\Delta\lambda\,\varphi_f/2\pi$. For $\varphi_f=1$ rad this is $1.001\ \text{nm}/6.283=0.159$ nm.

If $\varphi_f$ depends on wavelength, differentiation gives instead

$$\left|\frac{dm}{d\lambda}\right|=\left|\frac{2n_gL}{\lambda^2}-\frac{1}{2\pi}\frac{d\varphi_f}{d\lambda}\right|.$$

The boxed formula therefore needs the second term to be small compared with the first. A reflector whose phase changes rapidly with wavelength, such as a long grating that reflects only weakly per unit length, can violate this condition.

### 2. The spacing in frequency

With $\nu=c/\lambda$, the resonance condition reads $m=2Ln\nu/c$. Its derivative is

$$\frac{dm}{d\nu}=\frac{2L}{c}\left(n+\nu\frac{dn}{d\nu}\right).$$

From $d\nu/d\lambda=-c/\lambda^2=-\nu/\lambda$ it follows that

$$\nu\frac{dn}{d\nu}=\nu\,\frac{dn/d\lambda}{d\nu/d\lambda}=-\lambda\frac{dn}{d\lambda}.$$

The bracket is again $n_g$. Setting the change of $m$ to one gives

$$\Delta\nu=\frac{c}{2n_gL}
=\frac{2.998\times10^{8}\ \text{m/s}}{2\times4\times3.00\times10^{-4}\ \text{m}}
=1.249\times10^{11}\ \text{Hz}=124.9\ \text{GHz}.$$

The inverse of this frequency is a travel time. A pulse is a superposition of waves $e^{i(kz-\omega t)}$ with angular frequencies $\omega=2\pi\nu$ near a central value $\omega_0$. Over a narrow spectrum,

$$k(\omega)\approx k(\omega_0)+(\omega-\omega_0)\frac{dk}{d\omega}.$$

The frequency-dependent part of the phase is then $(\omega-\omega_0)(z\,dk/d\omega-t)$, apart from the common carrier wave. The envelope depends on $t-z\,dk/d\omega$ alone, so it reaches the distance $z$ after the time $z\,dk/d\omega$. Since $k=n\omega/c$,

$$\frac{dk}{d\omega}=\frac{1}{c}\left(n+\omega\frac{dn}{d\omega}\right)=\frac{n_g}{c}.$$

For a round trip, $z=2L$, and the delay is

$$\tau=\frac{2n_gL}{c}=\frac{1}{\Delta\nu}=8.006\ \text{ps}.$$

This was tested by adding plane waves in the dispersive guide, with the index data of parts 3 and 4. Their amplitudes followed $\exp[-(\omega-\omega_0)^2/(2\Omega^2)]$ with $\Omega=10^{12}$ rad/s. The centre of the pulse intensity arrived after 8.006 ps, in agreement with the formula.

The pulse picture explains why the group index governs the spacing. The phase index tells where a given resonance lies. The distance to the next resonance depends on how quickly the round-trip phase changes with frequency, and that rate of change is the group delay.

### 3. The error of the derivative

The step between modes is finite, so $\lambda^2$ and $n_g$ change slightly across it. First let $n_g$ be constant. Then $dm=-2n_gL\,d\lambda/\lambda^2$ can be integrated from a mode at $\lambda_b$ to its neighbour at the longer wavelength $\lambda_a$. Over this interval $m$ falls by one:

$$-1=-2n_gL\int_{\lambda_b}^{\lambda_a}\frac{d\lambda}{\lambda^2}
=-2n_gL\left(\frac{1}{\lambda_b}-\frac{1}{\lambda_a}\right)
=-2n_gL\,\frac{\lambda_a-\lambda_b}{\lambda_a\lambda_b}.$$

Solving for the difference gives

$$\lambda_a-\lambda_b=\frac{\lambda_a\lambda_b}{2n_gL}.$$

For constant $n_g$ this contains no approximation. The boxed formula replaces the product $\lambda_a\lambda_b$ by the square of one nearby wavelength.

Now let $n_g$ vary, and write $s(\lambda)=\lambda^2/(2n_gL)$. With $\lambda$ regarded as a smooth function of $m$, part 1 says $d\lambda/dm=-s$. A second derivative, by the chain rule, gives

$$\frac{d^2\lambda}{dm^2}=-\frac{ds}{d\lambda}\frac{d\lambda}{dm}=s\,s',\qquad s'=\frac{ds}{d\lambda}.$$

The Taylor expansion to second order about a mode $m$ is therefore

$$\lambda(m\mp1)\approx\lambda(m)\pm s+\tfrac12 s\,s'.$$

The gap on the long-wavelength side is $\lambda(m-1)-\lambda(m)\approx s+\tfrac12ss'$. The gap on the short-wavelength side is $\lambda(m)-\lambda(m+1)\approx s-\tfrac12ss'$. They differ by $ss'$. Differentiating $s$ gives

$$s'=\frac{2\lambda}{2n_gL}-\frac{\lambda^2}{2n_g^2L}\frac{dn_g}{d\lambda}
=s\left(\frac{2}{\lambda}-\frac{1}{n_g}\frac{dn_g}{d\lambda}\right).$$

For the present laser, the two terms in the bracket are $2/1550=0.00129$ per nm and $0.0006/4=0.00015$ per nm. Their sum is $0.00144$ per nm, so

$$s\,s'\approx(1.001\ \text{nm})^2\times0.00144\ \text{nm}^{-1}=0.00144\ \text{nm}.$$

Each gap departs from $s$ by half of this, about 0.07 percent of the spacing. Most of the inequality comes from the factor $\lambda^2$; the assumed slope of $n_g$ supplies about a tenth.

The approximation is good because the cavity is long compared with the wavelength. From the boxed formula, $\Delta\lambda/\lambda=\lambda/(2n_gL)$, which is about $6\times10^{-4}$ here. In a cavity whose optical round trip $2n_gL$ is just a few wavelengths, the same ratio is a few tenths. A single local value of $\lambda^2/n_g$ is then a poor guide, and the resonance condition should be solved directly.

### 4. The positions of the modes, and the wrong index

The phase index at 1550 nm gives

$$\frac{2nL}{\lambda}=\frac{2\times3.25\times300\,000\ \text{nm}}{1550\ \text{nm}}=1258.065.$$

This is not an integer, so 1550 nm is not itself a resonance. The nearest one has $m=1258$. To lower $2nL/\lambda$ by 0.065, the wavelength must rise by about $0.065\times1.001\ \text{nm}=0.065$ nm. The mode lies at 1550.065 nm.

For a check that does not use the spacing formula, a quadratic index curve was fixed by the given data. Its slope at 1550 nm follows from the definition of $n_g$:

$$\frac{dn}{d\lambda}=\frac{n-n_g}{\lambda}=\frac{3.25-4}{1550\ \text{nm}}=-4.84\times10^{-4}\ \text{nm}^{-1}.$$

Its curvature follows from differentiating that definition, which gives $dn_g/d\lambda=-\lambda\,d^2n/d\lambda^2$. The first 40 terms of the series in part 1 were then added, with $\rho$ equal to the facet power reflectivity without gain,

$$\rho=\left(\frac{3.25-1}{3.25+1}\right)^2=0.280,$$

since each of the two facets contributes one amplitude factor. The peaks of the resulting intensity are:

- $m=1259$ at 1549.0642 nm
- $m=1258$ at 1550.0646 nm
- $m=1257$ at 1551.0664 nm

The gaps are 1.00041 nm on the short side and 1.00186 nm on the long side. Before rounding, their difference is 0.00144 nm, as part 3 predicts, and they lie 0.07 percent below and above the value $s=1.00113$ nm taken at the mode $m=1258$. These digits serve to compare the formula with the model; a real laser is not known so finely.

The positions are much less certain than the spacing. A change of 0.001 in $n$ alters $2nL/\lambda$ by $600\,000\times0.001/1550=0.39$, which shifts the comb by more than a third of a spacing. A rough phase index therefore cannot predict the absolute wavelengths. The spacing requires just $n_g$ and $L$.

If the phase index is put into the spacing formula by mistake, the result is

$$\frac{\lambda^2}{2nL}=\frac{2\,402\,500\ \text{nm}^2}{2\times3.25\times300\,000\ \text{nm}}=1.232\ \text{nm},$$

which is 23 percent above the correct spacing. The reason is visible in $dm/d\lambda$. A longer wavelength reduces the number of waves in the cavity in two ways: each wave is longer in proportion to $\lambda$, and the index is lower. The first effect contributes 3.25 to the group index and the second contributes 0.75. Leaving out the second makes the phase seem to change too slowly, so the modes seem too far apart.

### 5. Length, group index and temperature

In each comparison below, the spacing is evaluated at 1550 nm, and quantities not mentioned are held fixed.

**Length.** Since $\Delta\lambda\propto1/L$, a cavity of 305 µm has the spacing $1.001\ \text{nm}\times300/305=0.985$ nm, a decrease of 1.6 percent.

**Group index.** For $n_g=4.1$, the spacing is $1.001\ \text{nm}\times4/4.1=0.977$ nm, a decrease of 2.4 percent.

**Heating.** Over 20 K, the group index rises by $5\times10^{-4}\times20=0.01$, and the length grows by the fraction $5\times10^{-6}\times20=10^{-4}$. The new spacing is

$$\Delta\lambda=\frac{1.001\ \text{nm}}{(4.01/4)\times1.0001}=0.998\ \text{nm},$$

a decrease of 0.26 percent at fixed wavelength. The gap between two given modes changes less. As shown next, the modes move about 1.7 nm to longer wavelength, where $s$ is larger by $0.00144\times1.7\approx0.24$ percent, so the net change is only about $-0.02$ percent.

The motion of one mode is a different question. Following a mode means keeping $m$ fixed, so $nL/\lambda$ must stay constant. Let $\delta n$ be the change of index at fixed wavelength. As the mode moves by $\delta\lambda$, the index it experiences changes by a further $(dn/d\lambda)\,\delta\lambda$. Setting the relative change of $nL/\lambda$ to zero, to first order, gives

$$\frac{1}{n}\left(\delta n+\frac{dn}{d\lambda}\delta\lambda\right)+\frac{\delta L}{L}-\frac{\delta\lambda}{\lambda}=0.$$

Multiply by $n$ and collect the terms with $\delta\lambda$:

$$\delta n+n\frac{\delta L}{L}
=\frac{\delta\lambda}{\lambda}\left(n-\lambda\frac{dn}{d\lambda}\right)
=\frac{n_g\,\delta\lambda}{\lambda}.$$

Hence

$$\delta\lambda=\frac{\lambda}{n_g}\left(\delta n+n\frac{\delta L}{L}\right).$$

Here $\delta n=2\times10^{-4}\times20=0.004$ and $n\,\delta L/L=3.25\times10^{-4}$, so

$$\delta\lambda=\frac{1550\ \text{nm}}{4}\times0.004325=1.68\ \text{nm}.$$

Following the peak $m=1258$ in the heated model cavity gives 1.67 nm. The mode moves to longer wavelength by more than one full spacing, while the spacing itself hardly changes. The contrast comes from the large mode number. At fixed wavelength, the small relative change of $nL$, about 0.13 percent, is multiplied by 1258 and alters $2nL/\lambda$ by about 1.7. The spacing feels relative changes of $n_g$ and $L$ without this multiplication.

### The result beside a real laser

The numbers lie in the regime of InGaAsP/InP edge-emitting lasers, whose cavities are commonly a few hundred micrometres long. Their group index is roughly 3.5 to 4, so the value 4 is near the upper end; with 3.6 the spacing would be larger by one ninth. A real device does not keep $n_g$, $L$ and temperature at their nominal values. For the changes assumed in part 5, the group index matters most for the spacing, at 2.4 percent, followed by the length and then the heating. The heating figure refers to a fixed wavelength. In a real Fabry–Perot laser of this kind the gain peak moves by roughly 0.4 to 0.5 nm per K, several times faster than a single mode, so the emission hops to other modes. At a wavelength 8 to 10 nm longer, the spacing after 20 K of heating is about 1 percent larger, not smaller. The estimate of about one nanometre survives all three. The calculation gives the wavelengths at which the cavity can support a mode. Which of them lase, and with what power, depends also on the gain and loss at each wavelength. The numerical output below lists the main values used here.

## Table of computed values

```
wavelength: 1550 nm
cavity length: 300 um
group index: 4.00 (dimensionless)
wavelength squared: 2402500 nm^2
optical round-trip length 2 ng L: 2400000 nm
mode spacing from formula: 1.0010 nm
frequency spacing from formula: 124.91 GHz
phase index (rough): 3.25 (dimensionless)
group-index slope (rough): -0.0006 per nm
facet power reflectivity: 0.280 (dimensionless)
2 n L / wavelength at 1550 nm: 1258.065
nearest mode number: 1258
peak wavelength of mode 1259: 1549.0642 nm
peak wavelength of mode 1258: 1550.0646 nm
peak wavelength of mode 1257: 1551.0664 nm
gap on short-wavelength side: 1.00041 nm
gap on long-wavelength side: 1.00186 nm
difference of the two gaps: 0.00144 nm
frequency spacing from peaks: 124.91 GHz
pulse round-trip delay: 8.006 ps
spacing if phase index is misused: 1.2321 nm
error of that misuse: 23.1 percent
comb shift for facet phase 1.0 rad: 0.1594 nm
assumed cleaving error: 5 um
spacing with longer cavity: 0.9846 nm
change from longer cavity: -1.64 percent
assumed group-index error: 0.10 (dimensionless)
spacing with larger group index: 0.9766 nm
change from group index: -2.44 percent
assumed heating: 20 K
assumed dn/dT: 2.0e-04 per K
assumed dng/dT: 5.0e-04 per K
assumed thermal expansion: 5.0e-06 per K
drift of one mode on heating, from peaks: 1.674 nm
drift of one mode, from formula: 1.676 nm
spacing at 1550 nm after heating: 0.9984 nm
change of spacing on heating: -0.26 percent
```
